**Determinant Monte Carlo estimators against full enumeration on two Hubbard sites**

The program tests the expressions for double occupancy, spin structure factors and pair correlations in terms of the Green's functions $G^\sigma=(1+A_\sigma)^{-1}$ of a fixed Ising-field configuration, where $A_\sigma$ is the ordered product of one-body propagators for spin $\sigma$. For 21 configurations it asserts that the weight, every element of $G^\sigma$ and every estimator agree with traces of explicit operators in the 16-dimensional Fock space. It then sums all $2^{2L}$ configurations for $L=4$ and $L=8$ time slices and asserts agreement with the Trotter product, positive determinants, and the local-moment sum rule for each configuration. At $L=8$ it also asserts that the averaged $S^{zz}$ and $S^{xx}$ are equal. Further assertions cover the fourfold drop of the Trotter error when the time step is halved, and the identity by which an index swap turns a pair correlation into minus a transverse spin correlation. The output lists one configuration in full, the averages beside the exact thermal values, the spread of each estimator, and the vertex parts. At $U=4t$, $\mu=-t$ and $\beta=2/t$ the vertex part is negative for the on-site pair and positive for the bond singlet.

## Numerical check

```python
# Determinant QMC estimators on the two-site Hubbard model, tested by full enumeration.
# Result under test: equal-time observables are weighted averages over Ising fields s
# of polynomials in G_sigma(s) = (1 + A_sigma)^-1, G[i,j] = <c_i c_j^dagger>_s,
# with weight det(1+A_up) det(1+A_dn).
# H = K + V, K = -t sum(c1^dag c2 + h.c.) - mu N, V = U sum (n_up-1/2)(n_dn-1/2).
# A_sigma is the ordered product over slices of diag(exp(sigma*lam*s)) exp(-dtau*k).
# Independent side: traces of explicit operators in the 16-dimensional Fock space.
import numpy as np
from scipy.linalg import expm

t, U, mu, beta, L = 1.0, 4.0, -1.0, 2.0, 8
N = 2
k_one = np.array([[-mu, -t], [-t, -mu]])
F_site = np.eye(2) / np.sqrt(2)
F_bond = np.array([[0.0, 1.0], [1.0, 0.0]]) / np.sqrt(2)
phases = {"0": np.array([1.0, 1.0]), "pi": np.array([1.0, -1.0])}

# ---------- Fock space (Jordan-Wigner), modes: 1up, 2up, 1dn, 2dn ----------
def annihilator(mode):
    lower = np.array([[0.0, 1.0], [0.0, 0.0]])
    out = np.eye(1)
    for m in range(4):
        factor = np.diag([1.0, -1.0]) if m < mode else (
            lower if m == mode else np.eye(2))
        out = np.kron(out, factor)
    return out

c_up = [annihilator(0), annihilator(1)]
c_dn = [annihilator(2), annihilator(3)]
n_up = [c.T @ c for c in c_up]
n_dn = [c.T @ c for c in c_dn]
one = np.eye(16)
K = sum(k_one[i, j] * (c[i].T @ c[j])
        for c in (c_up, c_dn) for i in range(2) for j in range(2))
V = U * sum((n_up[i] - one / 2) @ (n_dn[i] - one / 2) for i in range(2))

ops = {"density n": sum(n_up[i] + n_dn[i] for i in range(2)) / N,
       "double occ. D": sum(n_up[i] @ n_dn[i] for i in range(2)) / N}
for q, ph in phases.items():
    sz = sum(ph[i] * (n_up[i] - n_dn[i]) / 2 for i in range(2))
    splus = sum(ph[i] * c_up[i].T @ c_dn[i] for i in range(2))
    sx = (splus + splus.T) / 2
    ops["Szz(%s)" % q] = sz @ sz / N
    ops["Sxx(%s)" % q] = sx @ sx / N
for name, F in (("P on-site", F_site), ("P bond", F_bond)):
    pair = sum(F[a, b] * c_dn[a] @ c_up[b] for a in range(2) for b in range(2))
    ops[name] = pair @ pair.T

def fock_mean(rho, op):
    return np.trace(rho @ op) / np.trace(rho)

def trotter_rho(slices):
    d = beta / slices
    return np.linalg.matrix_power(expm(-d * V) @ expm(-d * K), slices)

# ---------- Estimators from Green's functions (first axis: configuration) ----------
def pair_estimator(F, Gu, Gd):
    return np.einsum("ab,nbd,cd,nac->n", F, Gu, F, Gd)

def estimators(Gu, Gd):
    Du = np.eye(2) - Gu.transpose(0, 2, 1)   # <c_i^dag c_j>, spin up
    Dd = np.eye(2) - Gd.transpose(0, 2, 1)
    nu = np.einsum("nii->ni", Du)
    nd = np.einsum("nii->ni", Dd)
    m = nu - nd
    out = {"density n": (nu + nd).mean(axis=1),
           "double occ. D": (nu * nd).mean(axis=1)}
    zz = (m[:, :, None] * m[:, None, :] + Du * Gu + Dd * Gd) / 4
    xx = (Du * Gd + Dd * Gu) / 4
    for q, ph in phases.items():
        out["Szz(%s)" % q] = np.einsum("i,j,nij->n", ph, ph, zz) / N
        out["Sxx(%s)" % q] = np.einsum("i,j,nij->n", ph, ph, xx) / N
    out["P on-site"] = pair_estimator(F_site, Gu, Gd)
    out["P bond"] = pair_estimator(F_bond, Gu, Gd)
    return out

def coupling(slices):
    return np.arccosh(np.exp(beta / slices * U / 2))

def greens(fields, slices):
    """fields: (configurations, slices, sites); returns G and det for both spins."""
    lam, hop = coupling(slices), expm(-beta / slices * k_one)
    result = []
    for sign in (1, -1):
        A = np.broadcast_to(np.eye(2), (len(fields), 2, 2))
        for l in range(slices):
            A = np.exp(sign * lam * fields[:, l, :])[:, :, None] * (hop @ A)
        M = np.eye(2) + A
        result += [np.linalg.inv(M), np.linalg.det(M)]
    return result

def all_fields(slices):
    codes = np.arange(2 ** (2 * slices))
    bits = (codes[:, None] >> np.arange(2 * slices)) & 1
    return (1.0 - 2.0 * bits).reshape(-1, slices, 2)

# ---------- Test 1: single configurations against Fock-space traces ----------
dtau, lam = beta / L, coupling(L)
expK = expm(-dtau * K)
sample = np.array([[1, 1, 1, -1, 1, 1, -1, 1],
                   [-1, -1, 1, -1, -1, 1, -1, -1]], float).T
rng = np.random.default_rng(5)
trial = np.concatenate([sample[None], rng.choice([-1.0, 1.0], size=(20, L, 2))])
Gu_t, du_t, Gd_t, dd_t = greens(trial, L)
est_t = estimators(Gu_t, Gd_t)
for x in range(len(trial)):
    prop = one
    for l in range(L):
        field = sum(trial[x, l, i] * (n_up[i] - n_dn[i]) for i in range(2))
        prop = np.diag(np.exp(lam * np.diag(field))) @ expK @ prop
    assert np.isclose(np.trace(prop), du_t[x] * dd_t[x], rtol=1e-9)
    for G, c in ((Gu_t[x], c_up), (Gd_t[x], c_dn)):
        direct = [[fock_mean(prop, c[i] @ c[j].T) for j in range(2)] for i in range(2)]
        assert np.allclose(G, direct, atol=1e-9)
    for name, op in ops.items():
        assert np.isclose(est_t[name][x], fock_mean(prop, op), atol=1e-9), name

# ---------- Test 2: sum over all configurations against the Trotter product ----------
def enumerate_fields(slices):
    Gu, du, Gd, dd = greens(all_fields(slices), slices)
    assert du.min() > 0 and dd.min() > 0
    w = du * dd
    prefactor = (0.5 * np.exp(-beta / slices * U / 4)) ** (2 * slices)
    Z = prefactor * w.sum()
    rho = trotter_rho(slices)
    assert np.isclose(Z, np.trace(rho), rtol=1e-10)
    p = w / w.sum()
    est = estimators(Gu, Gd)
    for kind in ("Szz", "Sxx"):
        total = est[kind + "(0)"] + est[kind + "(pi)"]
        assert np.allclose(total, (est["density n"] - 2 * est["double occ. D"]) / 2,
                           atol=1e-9)
    mean = {name: p @ e for name, e in est.items()}
    for name, op in ops.items():
        assert np.isclose(mean[name], fock_mean(rho, op), atol=1e-10), name
    return Gu, Gd, p, est, mean, Z, rho

mean4 = enumerate_fields(4)[4]
Gu, Gd, p, est, mean, Z, rho = enumerate_fields(L)
for q in phases:
    assert np.isclose(mean["Szz(%s)" % q], mean["Sxx(%s)" % q], atol=1e-10)
assert abs(est_t["Szz(pi)"][0] - est_t["Sxx(pi)"][0]) > 1e-3
spread = {name: np.sqrt(max(p @ (e - mean[name]) ** 2, 0.0)) for name, e in est.items()}

# ---------- Test 3: Trotter error is quadratic in dtau ----------
rho_exact = expm(-beta * (K + V))
exact = {name: fock_mean(rho_exact, op) for name, op in ops.items()}
rho64, rho128 = trotter_rho(64), trotter_rho(128)
ratio = {name: (fock_mean(rho64, op) - exact[name]) / (fock_mean(rho128, op) - exact[name])
         for name, op in ops.items()}
assert all(abs(r - 4) < 0.1 for r in ratio.values())

# ---------- Test 4: averaged Green's function, vertex parts, index swap ----------
Gu_mean = np.einsum("n,nij->ij", p, Gu)
Gd_mean = np.einsum("n,nij->ij", p, Gd)
for G, c in ((Gu_mean, c_up), (Gd_mean, c_dn)):
    direct = [[fock_mean(rho, c[i] @ c[j].T) for j in range(2)] for i in range(2)]
    assert np.allclose(G, direct, atol=1e-10)
bare = {name: pair_estimator(F, Gu_mean[None], Gd_mean[None])[0]
        for name, F in (("P on-site", F_site), ("P bond", F_bond))}
D_factorized = np.mean((1 - np.diag(Gu_mean)) * (1 - np.diag(Gd_mean)))
right = p @ (Gu[:, 0, 1] * Gd[:, 0, 1])
swapped = p @ (Gu[:, 0, 1] * Gd[:, 1, 0])
pair_12 = fock_mean(rho, c_dn[0] @ c_up[0] @ c_up[1].T @ c_dn[1].T)
flip_21 = fock_mean(rho, c_up[1].T @ c_dn[1] @ c_dn[0].T @ c_up[0])
assert np.isclose(right, pair_12, atol=1e-10)
assert np.isclose(swapped, -flip_21, atol=1e-10)
assert abs(right - swapped) > 1e-3

# ---------- Output ----------
print("Energies in units of t; all observables dimensionless")
print(f"t = {t:.1f} t, U = {U:.1f} t, mu = {mu:.1f} t, beta = {beta:.1f} 1/t")
print(f"L = {L} slices, dtau = {dtau:.4f} 1/t, lambda = {lam:.6f} (dimensionless)")
print(f"configurations summed = {len(p)}, Z (Trotter) = {Z:.6f}")
print("Sample configuration, slices 1 to L:")
for i in range(2):
    print(f"  site {i+1}: " + " ".join("%+d" % s for s in sample[:, i]))
print(f"  det up = {du_t[0]:.5f}, det dn = {dd_t[0]:.5f}")
for label, G in (("up", Gu_t[0]), ("dn", Gd_t[0])):
    print(f"  G_{label}: 11 {G[0,0]:.6f}  12 {G[0,1]:.6f}  21 {G[1,0]:.6f}  22 {G[1,1]:.6f}")
for name in ops:
    print(f"  sample {name:14s} = {est_t[name][0]:.6f}")
print("Averages: L=4 sum, L=8 sum, exact thermal")
for name in ops:
    print(f"  {name:14s} {mean4[name]:.6f} {mean[name]:.6f} {exact[name]:.6f}")
print("Standard deviation over configurations (L=8); error ratio L=64 to L=128")
for name in ops:
    print(f"  {name:14s} {spread[name]:.6f} {ratio[name]:.4f}")
print(f"Averaged G (L=8): 11 {Gu_mean[0,0]:.6f}, 12 {Gu_mean[0,1]:.6f}")
print(f"D from averaged G = {D_factorized:.6f}")
for name in bare:
    print(f"{name}: from averaged G {bare[name]:.6f}, vertex part {mean[name]-bare[name]:.6f}")
print(f"average of Gup12*Gdn12 (pair correlation) = {right:.6f}")
print(f"average of Gup12*Gdn21 (index swap) = {swapped:.6f}")
print(f"<S+_2 S-_1> from Fock space (L=8) = {flip_21:.6f}")
print("all good")
```

It prints:

```
Energies in units of t; all observables dimensionless
t = 1.0 t, U = 4.0 t, mu = -1.0 t, beta = 2.0 1/t
L = 8 slices, dtau = 0.2500 1/t, lambda = 1.085039 (dimensionless)
configurations summed = 65536, Z (Trotter) = 10.961516
Sample configuration, slices 1 to L:
  site 1: +1 +1 +1 -1 +1 +1 -1 +1
  site 2: -1 -1 +1 -1 -1 +1 -1 -1
  det up = 21.35614, det dn = 21.35614
  G_up: 11 0.066957  12 -0.259663  21 -0.072118  22 0.979011
  G_dn: 11 0.979011  12 -0.072118  21 -0.259663  22 0.066957
  sample density n      = 0.954033
  sample double occ. D  = 0.019584
  sample Szz(0)         = 0.011392
  sample Sxx(0)         = 0.210560
  sample Szz(pi)        = 0.446040
  sample Sxx(pi)        = 0.246873
  sample P on-site      = 0.084278
  sample P bond         = 0.517786
Averages: L=4 sum, L=8 sum, exact thermal
  density n      0.921012 0.907132 0.901507
  double occ. D  0.025779 0.035426 0.038968
  Szz(0)         0.097709 0.114878 0.121837
  Sxx(0)         0.097709 0.114878 0.121837
  Szz(pi)        0.337019 0.303261 0.289949
  Sxx(pi)        0.337019 0.303261 0.289949
  P on-site      0.129072 0.161988 0.174591
  P bond         0.636649 0.562564 0.533276
Standard deviation over configurations (L=8); error ratio L=64 to L=128
  density n      0.117316 3.9979
  double occ. D  0.048951 4.0001
  Szz(0)         0.171067 3.9979
  Sxx(0)         0.291322 3.9979
  Szz(pi)        0.180246 3.9985
  Sxx(pi)        0.271986 3.9985
  P on-site      0.153010 3.9991
  P bond         0.588254 3.9984
Averaged G (L=8): 11 0.546434, 12 -0.245887
D from averaged G = 0.205722
P on-site: from averaged G 0.359050, vertex part -0.197062
P bond: from averaged G 0.359050, vertex part 0.203513
average of Gup12*Gdn12 (pair correlation) = 0.033694
average of Gup12*Gdn21 (index swap) = 0.188383
<S+_2 S-_1> from Fock space (L=8) = -0.188383
all good
```
